How far a Matsubara sum misses the zero-temperature RPA energy

**Question.** The RPA correlation energy of an insulator is an integral over imaginary frequency. If the integral is replaced by a sum over Matsubara frequencies at inverse temperature β = 1/(k_BT), how large is the error, how does it scale with the gap, and how high may the temperature be?

**What is being compared**

Hartree atomic units are used. Take a closed-shell system with real orbitals, fixed energies and a finite basis; a solid is represented by a finite k mesh. Label by j the transitions from occupied to empty orbitals, with energies ω_j > 0 and orbital products ρ_j. The lowest, ω_1, is the Kohn–Sham gap. In a solid all momentum transfers count, so this is the smallest gap between occupied and empty Kohn–Sham bands, which may be indirect. The zero-temperature response is

χ0(iν) = −4 Σ_j ω_j ρ_j ρ_j / (ν² + ω_j²),

where 4 contains two spins and two time orderings. With a positive semidefinite interaction v, define

F(ν) = Tr[ln(1 − χ0(iν)v) + χ0(iν)v],

E = (1/4π) ∫ F(ν) dν,

E_β = (1/2β) Σ_n F(2πn/β).

The integral covers the whole real axis and n all integers. At first χ0 keeps its integer occupations in both expressions, so β sets only a frequency grid: E_β is the trapezoidal rule with step 2π/β.

**The poles of F**

Let D be the diagonal matrix of the ω_j, and let

K_ij = 2(ρ_i|v|ρ_j),  M = D² + 2D^{1/2}KD^{1/2}.

Collect the vectors 2√ω_j v^{1/2}ρ_j as columns of a matrix B. Then v^{1/2}χ0v^{1/2} = −B(ν²+D²)⁻¹Bᵀ, and BᵀB = 2D^{1/2}KD^{1/2}. Since det(1+XY) = det(1+YX),

det(1 − χ0v) = det(ν² + M) / det(ν² + D²).

Write the eigenvalues of M as Ω_j²; the Ω_j are the RPA excitation energies. Taking the logarithm and adding the trace of χ0v gives

F(ν) = Σ_j { ln[(ν²+Ω_j²)/(ν²+ω_j²)] − 2ω_jK_jj/(ν²+ω_j²) }.

At large ν the ν⁻² terms cancel, because Tr(M−D²) = 2Σ_j ω_jK_jj. Hence F falls as ν⁻⁴.

**Poisson summation**

For this smooth, decaying F,

Σ_n F(2πn/β) = (β/2π) Σ_k ∫ F(ν) e^{ikβν} dν.

Multiplying by 1/(2β) gives

E_β = (1/4π) Σ_k ∫ F(ν) e^{ikβν} dν.

The term k = 0 is E. For the others, closing the contour around one pole gives, for t > 0,

∫ 2a cos(tν)/(ν²+a²) dν = 2πe^{−at}.

Setting a = ω_j handles the second term of F. Integrating over a from ω_j to Ω_j handles the logarithm:

∫ ln[(ν²+Ω_j²)/(ν²+ω_j²)] cos(tν) dν = 2π(e^{−ω_jt} − e^{−Ω_jt})/t.

The harmonics k and −k together carry the factor 2/(4π), which cancels the 2π. With t = kβ, each pair contributes

g(t) = Σ_j [ (e^{−ω_jt} − e^{−Ω_jt})/t − K_jj e^{−ω_jt} ].

Summing over k ≥ 1, with Σ_k y^k/k = −ln(1−y) and Σ_k y^k = y/(1−y), yields

E_β − E = (1/β) Σ_j ln[(1−e^{−βΩ_j})/(1−e^{−βω_j})] − Σ_j K_jj/(e^{βω_j} − 1).

**Sign and size**

Because v is positive semidefinite, so is K, and M ≥ D². The ordered eigenvalues therefore obey Ω_j ≥ ω_j. Since ln(1−e^{−βa}) rises with a, the logarithmic part is nonnegative, and

E_β − E ≥ −Σ_j K_jj/(e^{βω_j}−1) ≥ −A/(e^{βω_1}−1),  A = Σ_j K_jj.

For an upper bound, use h(x) = e^{−t√x}. Its derivative, −t e^{−t√x}/(2√x), increases with x, so h is convex. A diagonal element of h(M) is an average of h over the eigenvalues of M, with weights that sum to one. Convexity, followed by the tangent to h at ω_j², gives

[h(M)]_jj ≥ h(M_jj) ≥ h(ω_j²) + h′(ω_j²)(M_jj − ω_j²).

Here M_jj − ω_j² = 2ω_jK_jj, so the right-hand side is e^{−tω_j} − tK_jj e^{−tω_j}. Summing over j and using Tr h(M) = Σ_j e^{−tΩ_j} shows that g(t) ≤ 0. Therefore

−A/(e^{βω_1}−1) ≤ E_β − E ≤ 0.

The sum makes the correlation energy too negative, or leaves it unchanged. Both bounds were also tested on 300 random spectra with positive semidefinite couplings.

**Which excitation sets the exponent?**

It is the lowest Kohn–Sham transition that couples to v, not the lowest RPA excitation. Suppose the lowest transition is nondegenerate and K_11 > 0. Then Ω_1 > ω_1. Once βω_1 and β(Ω_1−ω_1) are both large, and β(ω_2−ω_1) is large enough to suppress the higher transitions even where their couplings exceed K_11, the surviving terms are

E_β − E ≈ −(K_11 − 1/β) e^{−βω_1}.

If K_11 = 0, positivity of K makes its whole first row vanish. That transition then appears unchanged among the Ω_j and cancels from F; the next coupled one takes over.

**A model insulator**

Consider a half-filled ring of six two-site cells, with alternating hoppings 0.12 and 0.08 hartree. The sites are spaced by 2.6 bohr along the circle and interact through

v(d) = 1/√(d² + U⁻²),  U = 0.5 hartree,

where d is the straight-line distance. The gap is 2(0.12 − 0.08) = 0.08 hartree, and the lowest RPA excitation lies at 0.0897 hartree. The couplings are K_11 = 0.0178 and A = 1.26 hartree, and E = −0.1300 hartree.

At β = 50 the direct sum misses the integral by −3.33×10⁻⁴ hartree, of which the first pair of harmonics supplies −3.29×10⁻⁴. At β = 100 the error is −3.98×10⁻⁶, and at β = 200 it is −1.52×10⁻⁹ hartree. Halving the temperature thus squares the exponential factor.

At β = 200 the simple asymptote is still about 5 % too small in magnitude, since β(Ω_1−ω_1) is only 1.95. Keeping the RPA exponential of the lowest mode gives the prefactor

1/200 − 0.01779 − e^{−1.95}/200 ≈ −0.0135 hartree.

Multiplied by e^{−16} = 1.125×10⁻⁷, this is −1.52×10⁻⁹ hartree, as found directly.

**The usable temperature as a quadrature**

To guarantee an error no larger than ε, require A/(e^{βω_1}−1) ≤ ε. Solving for the temperature,

k_BT ≤ ω_1 / ln(1 + A/ε).

The limit is proportional to the gap at fixed A/ε, and it changes only logarithmically with the tolerance. For ε = 10⁻⁶ hartree for the whole ring,

k_BT ≤ 0.08/ln(1.26×10⁶) = 0.08/14.047 = 0.005695 hartree, or 1798 K.

The actual error there is −1.04×10⁻⁸ hartree, about 96 times smaller than allowed. The bound charges the whole of A to the lowest transition, whereas the true prefactor is near 0.013 hartree. The error reaches 10⁻⁶ hartree at k_BT = 0.00851 hartree, or 2688 K. A factor of about 100 in the error costs only a factor of 1.5 in temperature.

For a solid, A and ε may both be taken per cell. As the k mesh is refined, however, individual couplings shrink and the single-transition asymptote may be out of reach; the bounds still hold. A also depends on the basis. With the bare Coulomb interaction, a sum over a complete set of empty orbitals brings in v at zero distance, so A diverges. The finer bound, with K_jj/(e^{βω_j}−1) for each transition, suppresses the high ones and should then be used. If the gap closes, the exponential protection is lost.

**What changes with thermal occupations?**

A calculation may also put Fermi occupations f into χ0. The summand then depends on β itself, and the preceding result no longer describes the full difference. For levels a and b,

χ0(iν) = 2 Σ_ab ρ_abρ_ab (f_a−f_b)(ε_a−ε_b)/[ν²+(ε_a−ε_b)²].

Pairs of equal energy contribute at ν = 0 only, where the ratio (f_a−f_b)/(ε_a−ε_b) becomes −βf(1−f). With the chemical potential at midgap, the lowest empty level L holds, per spin,

f_L = 1/(e^{βω_1/2}+1) ≈ p,  p = e^{−βω_1/2},

and the highest occupied level H loses the same amount. The exponent contains half the gap because each edge lies half a gap from the chemical potential. If the chemical potential is nearer to one edge, that smaller distance controls the leading exponential.

Let W = (1−vχ0)⁻¹v and W_c = W − v. Varying the trace gives −Tr[Wδχ0] + Tr[vδχ0], so the correlation grand potential Φ changes by

δΦ = −(1/2β) Σ_n Tr[W_c δχ0].

This is linear in p. To find its coefficient, let Z_js be the eigenvectors of M and define

R_s = √2 Σ_j ρ_j √(ω_j/Ω_s) Z_js.

Resumming χ = χ0 + χ0vχ replaces D² by M in the denominator of the response. Since W_c = vχv, its matrix element for the product ρ_Lm is

−Σ_s 2Ω_s w_ms²/(ν²+Ω_s²),  w_ms = (ρ_Lm|v|R_s).

Filling L with p electrons per spin changes χ0 by 4pΔρ_Lmρ_Lm/(ν²+Δ²) for each m ≠ L, where Δ = ε_L−ε_m. If every |Δ| is much larger than k_BT, the frequency sum may be replaced by its integral to leading order. Using

∫ dν/[(ν²+a²)(ν²+b²)] = π/[ab(a+b)],

each term gives 2p sgn(Δ)w_ms²/(|Δ|+Ω_s). The static term −2βpρ_LLρ_LL gives −2pw_Ls²/Ω_s. Together they are 2pS_L, where

S_L = Σ_m σ_m Σ_s w_ms²/(|ε_L−ε_m|+Ω_s),

with σ_m = +1 for occupied m and −1 for empty m. This is the RPA correlation self-energy at level L. The same steps for H, with occupation change −p, give −2pS_H. Hence, for nondegenerate band edges that lie many k_BT from the other levels,

δΦ ≈ Cp,  C = 2(S_L − S_H).

In the ring S_L = 0.00617 and S_H = −0.00617 hartree, so C = 0.0247 hartree. At low temperature the thermal change in this ring is positive, opposite to the quadrature error. Between β = 300 and 400 its decay rate is 0.0399 hartree, close to half the gap. The positive sign is not general. The static terms of the two edge levels are never positive, and on this ring they vanish because both edge densities are uniform. For nonuniform edge orbitals they lower C and can make it negative, as for LiH and H₂O with PBE orbitals in small Gaussian bases.

**A second-order term that matters**

At β = 200, Cp is 8.28×10⁻⁶ hartree, but the direct difference is 5.09×10⁻⁶. The missing part comes from fluctuations of the electron number at fixed chemical potential.

On the ring both edge orbitals have a uniform density, and v turns a uniform charge into a uniform potential. Products of different orbitals carry no total charge, by orthogonality. The uniform mode therefore decouples and is fed only by the static terms. With N sites, the two edge levels give it the response −4βp/N, while v has the eigenvalue N v̄, where v̄ is the mean of v over all site pairs, including equal sites. The n = 0 term thus adds

[ln(1+x) − x]/(2β),  x = 4βp v̄.

For small x this is −x²/(4β) = −4βp²v̄². The extra factor β makes it larger than an ordinary p² correction.

With v̄ = 0.191 hartree and β = 200, p = 3.35×10⁻⁴ and x = 0.051. The added energy is −3.17×10⁻⁶ hartree, and the total becomes 5.11×10⁻⁶, within 0.5 % of the direct result. At β = 300 the correction is only about 1 % of Cp. This term comes only from the uniform component of v at fixed chemical potential and disappears if v̄ is subtracted from v. In a periodic solid it therefore depends on how the uniform (q = 0) part of the Coulomb interaction is treated.

**The usable temperature with thermal occupations**

If |C| > ε, the number term is small and each band edge lies many k_BT from the other levels, setting |C|p = ε gives the estimate

k_BT ≈ ω_1 / [2 ln(|C|/ε)].

For ε = 10⁻⁶ hartree this is

0.08/[2 ln(2.47×10⁴)] = 0.003955 hartree, or 1249 K.

Including the number term moves the limit to 0.00398 hartree, or 1257 K. This is less than half the 2688 K allowed when the occupations stay integer.

A small error at one higher temperature does not prove that the grid is safe. At 1798 K the thermal difference is 3.08×10⁻⁶ hartree, less than the 5.09×10⁻⁶ at 1579 K. At 1798 K, Cp is about 2.2×10⁻⁵ and the number term about −1.9×10⁻⁵ hartree, so two larger effects nearly cancel. Since the number term is never positive, this cancellation needs C > 0, as in this ring. The usable limit must be approached from the cold side.

On a fine k mesh, levels close to the band edges are thermally occupied too, and the estimate from Cp alone no longer suffices.

The limits above concern the correlation term for fixed levels. They leave out lattice motion, thermal changes of the bands, and the temperature dependence of the noninteracting and exchange energies. The numerical output gives the direct sums beside the formulas.

Computed results

```
Kohn-Sham gap: 0.080000 hartree
lowest RPA excitation: 0.089736 hartree
coupling K of lowest transition: 0.017785 hartree
total coupling A: 1.260219 hartree
E by quadrature: -0.1300215975 hartree
E from RPA modes: -0.1300215975 hartree
harmonic k=+-1, beta=50, Fourier: -3.285895e-04 hartree
harmonic k=+-1, beta=50, formula: -3.285895e-04 hartree
Integer occupations: beta (1/hartree), T (K),
  E_beta-E direct, closed form, lower bound (hartree)
  50 6316 -3.3265e-04 -3.3265e-04 -2.3512e-02
  100 3158 -3.9819e-06 -3.9819e-06 -4.2290e-04
  150 2105 -7.7891e-08 -7.7891e-08 -7.7431e-06
  200 1579 -1.5190e-09 -1.5190e-09 -1.4182e-07
asymptote tested at beta: 2054.2 1/hartree
  (E_beta-E)*exp(beta*gap): -0.017298 hartree
  1/beta - K: -0.017298 hartree
self-energy, highest occupied: -0.006169 hartree
self-energy, lowest empty: 0.006169 hartree
thermal coefficient C: 0.024678 hartree
mean interaction v_mean: 0.190909 hartree
Fermi occupations: beta (1/hartree), T (K), difference direct,
  C*p, number-fluctuation term, their sum (hartree)
  200 1579 5.0893e-06 8.2784e-06 -3.1733e-06 5.1051e-06
  300 1053 1.4997e-07 1.5162e-07 -1.6495e-09 1.4997e-07
  400 789 2.7764e-09 2.7771e-09 -7.3848e-13 2.7764e-09
decay rate, beta 300 to 400: 0.039893 hartree
error allowed: 1.0e-06 hartree
guaranteed, integer occ.: k_B T = 0.005695 hartree = 1798 K
  direct error there: -1.0413e-08 hartree
actual limit, integer occ.: k_B T = 0.008511 hartree = 2688 K
  direct error there: -1.0000e-06 hartree
hand rule, Fermi occ.: k_B T = 0.003955 hartree = 1249 K
  direct error there: 9.3950e-07 hartree
limit with number term, Fermi occ.: k_B T = 0.003981 hartree = 1257 K
  direct error there: 9.9968e-07 hartree
Fermi-occupation error at the guaranteed integer-occ. limit:
  3.0784e-06 hartree
```
